# Thomas-Fermi screening near the nucleus: the x^(3/2) term and diverging curvature

## A special case: electrons that feel the bare nucleus

Take a point nucleus of charge $Z$ and let the electrons around it respond to its Coulomb potential as if no other electron were present. In atomic units (lengths in bohr, energies in hartree, electron charge $-1$), an electron at distance $r$ has potential energy $-Z/r$. Thomas-Fermi theory treats the electrons near each point as a uniform gas filled up to a local momentum $p_F$. If the highest filled level has energy zero, then

$$\frac{p_F^2}{2}=\frac Zr,\qquad n_0(r)=\frac{p_F^3}{3\pi^2}=\frac{(2Z/r)^{3/2}}{3\pi^2}.$$

This density diverges at the nucleus, but the number of electrons inside a sphere is finite:

$$N(r)=\int_0^r4\pi s^2n_0(s)\,ds=\frac{4(2Z)^{3/2}}{3\pi}\int_0^r s^{1/2}ds=\frac{8(2Z)^{3/2}}{9\pi}\,r^{3/2}.$$

Measure distance by $x=r/b$, with the length

$$b=\frac12\left(\frac{3\pi}{4}\right)^{2/3}Z^{-1/3},\qquad b^{3/2}=\frac{3\pi}{8\sqrt2\,\sqrt Z}.$$

Since $(2Z)^{3/2}=2\sqrt2\,Z^{3/2}$, the enclosed number becomes

$$N=\frac{8}{9\pi}\,2\sqrt2\,Z^{3/2}\,\frac{3\pi}{8\sqrt2\sqrt Z}\,x^{3/2}=\frac23Zx^{3/2}.$$

Let $v(r)$ be the amount by which the electrons lower the energy of a unit positive charge. Gauss's law gives $dv/dr=-N/r^2$. With $r=bx$ and $v_0=v(0)$,

$$v=v_0-\frac{2Z}{3b}\int_0^x s^{-1/2}ds=v_0-\frac{4Z}{3b}\sqrt x .$$

The energy of the positive charge is $U=Z/r-v$. Written as $U=Z\phi/r$, it defines the screening function $\phi=rU/Z$:

$$\phi=1-\frac{bv_0}{Z}\,x+\frac43x^{3/2}.$$

The constant $v_0$ depends on electrons far away, which this special case does not describe. The coefficient $4/3$ depends on the density close to the nucleus. What remains is to show that screening, which changes that density, leaves this coefficient alone.

## The equation for the neutral atom

Now the electrons respond to the full potential. In a neutral Thomas-Fermi atom the highest filled level lies at zero energy, so $Z/r$ is replaced by $Z\phi/r$ in the density:

$$n(r)=\frac{(2Z\phi/r)^{3/2}}{3\pi^2}.$$

Outside the nucleus, Poisson's equation for the potential $Z\phi/r$ reads $\nabla^2(Z\phi/r)=4\pi n$; the sign is positive because electrons carry negative charge. For a spherical function, $\nabla^2(\phi/r)=\phi_{rr}/r$. Hence

$$\phi_{rr}=\frac{4\pi r}{Z}\,n=\frac{8\sqrt2\,\sqrt Z}{3\pi}\,\frac{\phi^{3/2}}{\sqrt r}.$$

Substituting $r=bx$ and multiplying by $b^2$ leaves the factor $b^{3/2}\,8\sqrt2\sqrt Z/(3\pi)=1$ on the right. The equation is therefore

$$\phi''=\frac{\phi^{3/2}}{\sqrt x},\qquad \phi(0)=1,\qquad \phi(\infty)=0,$$

with primes denoting derivatives in $x$. I take $\phi$ to be the nonnegative solution, continuous at the origin. The claim is that

$$\phi=1+Bx+\frac43x^{3/2}+O(x^{5/2}),\qquad \phi''\sim\frac1{\sqrt x}\quad(x\to0),$$

where $B=\phi'(0)$ is finite and negative. "Nonlinear" refers here to the power of $x$.

## First derivation: bounds from an integral equation

**The solution lies between 0 and 1.** Since $\phi''\ge0$, the slope never decreases. If it were positive anywhere, it would stay at least that large and $\phi$ would grow without limit, contrary to $\phi(\infty)=0$. So $\phi'\le0$ and $0\le\phi\le1$.

**The initial slope is finite.** For $0<x<1$, integrating the equation from $x$ to 1 gives

$$\phi'(x)=\phi'(1)-\int_x^1\frac{\phi(s)^{3/2}}{\sqrt s}\,ds .$$

The integrand is at most $s^{-1/2}$, whose integral down to zero is finite. Thus $\phi'(x)$ has a finite limit $B$, which is also the derivative at the origin by the mean value theorem. Near the origin $\phi''>0$, so the slope rises from $B$ to values that are still not positive; hence $B<0$.

**Integrate twice.** The first integration, now from zero, gives

$$\phi'(u)=B+\int_0^u\frac{\phi(s)^{3/2}}{\sqrt s}\,ds.$$

Integrate over $u$ from 0 to $x$. In the double integral, a fixed $s$ is counted for all $u$ between $s$ and $x$, which supplies the factor $x-s$:

$$\phi(x)=1+Bx+R(x),\qquad R(x)=\int_0^x(x-s)\frac{\phi(s)^{3/2}}{\sqrt s}\,ds .$$

**Upper bound.** Replacing $\phi$ by its largest value, 1, gives

$$R\le x\int_0^x s^{-1/2}ds-\int_0^x s^{1/2}ds=2x^{3/2}-\frac23x^{3/2}=\frac43x^{3/2}.$$

This is the special case again: too little screening means too many electrons near the nucleus.

**Lower bound.** A convex function lies above its tangent, so $\phi(s)\ge1-|B|s$. The function $(1-u)^{3/2}$ is itself convex for $0\le u\le1$, with slope $-3/2$ at $u=0$, so $(1-u)^{3/2}\ge1-\frac32u$. With $u=|B|s$,

$$\phi(s)^{3/2}\ge1-\frac32|B|s .$$

For $|B|s>1$ the right side is negative and the left side is not, so the inequality still holds. The new integral needed is

$$\int_0^x(x-s)s^{1/2}ds=\left(\frac23-\frac25\right)x^{5/2}=\frac4{15}x^{5/2}.$$

Multiplying by $\frac32|B|$ gives $\frac25|B|x^{5/2}$. For every $x>0$, therefore,

$$\frac43x^{3/2}-\frac25|B|x^{5/2}\;\le\;\phi-1-Bx\;\le\;\frac43x^{3/2}.$$

Division by $x^{3/2}$ squeezes the coefficient to $4/3$ as $x\to0$.

**Curvature.** An asymptotic formula may not in general be differentiated term by term, but here there is no need: the equation itself says $\sqrt x\,\phi''=\phi^{3/2}\to1$. The geometric curvature of the graph, $\phi''/(1+\phi'^2)^{3/2}$, diverges too, because the slope stays finite. The slope approaches its initial value as $\phi'-B\simeq2\sqrt x$.

## Second derivation: a variable that removes the singularity

The awkward factor $1/\sqrt x$ disappears if one uses $t=\sqrt x$ and treats the slope $p=d\phi/dx$ as a second unknown. Since $dx/dt=2t$,

$$\frac{d\phi}{dt}=2tp,\qquad \frac{dp}{dt}=2t\,\frac{\phi^{3/2}}{t}=2\phi^{3/2},\qquad \phi(0)=1,\quad p(0)=B .$$

Near $\phi=1$ the function $\phi^{3/2}$ has a convergent Taylor series, so the right sides are analytic in $t$, $\phi$ and $p$. The standard existence theorem for such systems gives a unique solution, with a convergent power series in $t$ near zero. Its coefficients follow by alternating between the two equations.

At $t=0$, $dp/dt=2$. Therefore

$$p=B+2t+O(t^2),\qquad \frac{d\phi}{dt}=2Bt+4t^2+O(t^3),$$

$$\phi=1+Bt^2+\frac43t^3+O(t^4).$$

For the next terms, put this into $\phi^{3/2}=1+\frac32(\phi-1)+O(t^4)$:

$$\phi^{3/2}=1+\frac32Bt^2+2t^3+O(t^4),\qquad p=B+2t+Bt^3+t^4+O(t^5).$$

Multiplying $p$ by $2t$ and integrating gives

$$\phi=1+Bt^2+\frac43t^3+\frac25Bt^5+\frac13t^6+O(t^7).$$

There is no $t^4$ term, because $p$ has no $t^2$ term. One more round needs the $t^4$ and $t^5$ terms of $\phi^{3/2}$. From $\frac32(\phi-1)+\frac38(\phi-1)^2$ they are

$$\frac38B^2t^4+\left(\frac32\cdot\frac25B+\frac38\cdot2\cdot\frac43B\right)t^5=\frac38B^2t^4+\frac85Bt^5 .$$

The cubic term of the binomial series starts at $t^6$ and does not enter. Doubling and integrating adds $\frac3{20}B^2t^5+\frac8{15}Bt^6$ to $p$. Multiplying by $2t$ and integrating again adds $\frac3{70}B^2t^7+\frac2{15}Bt^8$ to $\phi$. In the original variable,

$$\phi=1+Bx+\frac43x^{3/2}+\frac25Bx^{5/2}+\frac13x^3+\frac3{70}B^2x^{7/2}+\frac2{15}Bx^4+O(x^{9/2}).$$

The curvature follows from $\phi''=\phi^{3/2}/t$:

$$\phi''=\frac1{\sqrt x}+\frac32B\sqrt x+2x+O(x^{3/2}).$$

The regular system also provides a way to find $B$. Integrated outward from $t=0$, a trial slope that is too steep takes $\phi$ to zero at a finite distance, while one that is too shallow makes $\phi$ turn upward. Closing in between the two gives $B=-1.588071$, without use of the series.

With this solution, the ratio $(\phi-1-Bx)/x^{3/2}$ is 1.327323 at $x=0.01$ and 1.333270 at $x=0.0001$, approaching $4/3$ from below as the negative next term requires. The product $\sqrt x\,\phi''$, found from finite differences, rises from 0.978 at $x=0.01$ to 0.998 at $x=0.001$, while $\phi''$ itself grows from 9.78 to 31.55.

## What each derivation assumes

The first derivation uses the whole solution: decay at infinity forces $\phi$ to decrease, and this puts it below 1 everywhere. In return it gives an error bound with a known sign at every distance. As carried out here it stops at the first nonlinear term, though putting the result back into the integral would give the next ones.

The second is local. It needs a finite initial slope and a smooth function $\phi^{3/2}$ near $\phi=1$; what happens far away does not matter. The finite slope follows from $\phi$ being bounded near the origin, by the same integral as before. This derivation yields the higher terms, but no estimate of how far out the series may be used.

The difference shows when neutrality is dropped. A positive Thomas-Fermi ion obeys the same equation if energies are measured from its highest filled level, but its initial slope is steeper than $B$. The second derivation applies unchanged, so the coefficient remains $4/3$. For a slope of $-1.8$, the numerical ratio at $x=0.0001$ is 1.333262. The outer boundary condition selects the linear term (for the free neutral atom, decay at infinity; a neutral atom confined to a finite cell has a shallower slope); the nuclear charge, through $\phi(0)=1$, fixes the first nonlinear one.

Both derivations assume the Thomas-Fermi density, and this is where the physical limitation lies. A local uniform gas makes sense if the electron wavelength changes little over its own length. Near the nucleus $1/p_F=\sqrt{r/2Z}$, and its derivative is $1/(2\sqrt{2Zr})$. This is small for $r\gg1/Z$, that is, well outside $a_0/Z$, where $a_0$ is the bohr. The limit $x\to0$ violates the condition.

To see what a different density would do, suppose $n\simeq Cr^{-q}$ with $q<2$. Poisson's equation gives $\phi_{rr}=4\pi Cr^{1-q}/Z$, and two integrations give the first nonlinear term

$$\frac{4\pi C}{Z}\,\frac{r^{3-q}}{(2-q)(3-q)} .$$

For $q=3/2$ this is the $r^{3/2}$ term. For a finite density $n(0)$, as in nonrelativistic quantum mechanics with a point nucleus, $q=0$ and the term is $(2\pi/3)\,n(0)\,r^3/Z$. The curvature then vanishes at the nucleus instead of diverging.

## A proton meeting a silicon atom

Consider a 10.0 keV proton moving head-on towards a free silicon atom at rest, with $Z=14$ and $b=19.439$ pm. The electrons are held in their undisturbed distribution. With a silicon mass of 28.0 u, the energy of relative motion is 9652.8 eV. The proton turns back where $U(r)=Z\phi/r$ equals this energy.

The expansion of $\phi$ becomes an expansion of the energy:

$$U=\frac Zr+\frac{ZB}{b}+\frac{4Z}{3b^{3/2}}\sqrt r+\dots$$

The linear term in $\phi$ lowers the energy by a constant, here 1647.0 eV. The nonlinear term is a square root that restores part of it as the proton moves outward.

The bare repulsion alone gives a closest approach of 2.0885 pm. Adding the constant is equivalent to a bare collision at $9652.8+1647.0=11299.8$ eV, so the distance shrinks to

$$2.0885\ \text{pm}\times\frac{9652.8}{11299.8}=1.7841\ \text{pm}.$$

With the square-root term it is 1.8541 pm, and with the full Thomas-Fermi function 1.8514 pm, or 0.001851 nm. Relative to the full Thomas-Fermi value, the errors are 13 % for the bare repulsion, 3.6 % with the constant, and 0.15 % with the square root as well.

At the full Thomas-Fermi turning point, $x=1.8514/19.439=0.0952$. The bare energy is 10889.0 eV, and the square-root term is

$$10889.0\ \text{eV}\times\frac43(0.09524)^{3/2}=426.7\ \text{eV}.$$

All higher terms together contribute $-16.1$ eV. The sum $10889.0-1647.0+426.7-16.1=9652.6$ eV agrees with the available energy within the rounding of its parts.

The short expansion does not serve much farther out. At $x=0.5$ it gives $\phi=0.677$, against 0.607 for the full function. Its slope $B+2\sqrt x$ vanishes at $x=B^2/4\simeq0.63$, beyond which it rises while the true solution falls.

## How much of this survives in a real atom

The turning point lies inside $a_0/Z=3.780$ pm, where the Thomas-Fermi density is not justified. A Hartree-Fock calculation for silicon (unrestricted, cc-pVTZ basis) offers a comparison. It omits electron correlation and relativity and has a finite basis. Its density at the nucleus is finite, as it must be with Gaussian basis functions, and is about 1740 electrons per cubic bohr. This value is not converged: larger bases with tighter s functions raise it to about 1765, or by 1.6 %, while the energies, the turning point and the local power quoted below do not change in the digits shown. Between 0.003 and 0.006 bohr, the part of its angle-averaged screening function beyond the linear term grows with a local power of 2.94, close to the predicted 3 and far from 3/2.

Yet the turning point hardly moves: 1.8468 pm, which is 0.25 % below the Thomas-Fermi value. The energies show why. At the Thomas-Fermi turning point, the constant lowering is 1340.0 eV in Hartree-Fock, smaller by 307 eV. The recovery from that constant is also smaller. In Thomas-Fermi theory it is $426.7-16.1=410.6$ eV. The Hartree-Fock energy there is 26.4 eV below the Thomas-Fermi one, so its recovery is

$$9652.8-26.4-(10889.0-1340.0)=77.4\ \text{eV}.$$

The two differences, $+307$ and $-333$ eV, nearly cancel. The close agreement of the total at this distance does not validate the constant or the square-root term separately.

A real collision breaks other assumptions as well. To translate an energy change $\delta U$ into distance, use

$$r\frac{dU}{dr}=-\frac Zr(\phi-x\phi')\simeq-\frac Zr\left(1-\frac23x^{3/2}\right)\simeq-10.7\ \text{keV}.$$

Hence $\delta r/r\simeq\delta U/(10.7\ \text{keV})$.

- If the hydrogen carries its electron, the electrostatic energy of a frozen 1s cloud centred on the silicon nucleus is about $-98$ eV in the Thomas-Fermi potential. This is not the size of the real effect, because it ignores the exclusion principle and the change in kinetic energy. If all electrons adjust, the united atom is phosphorus, which binds its outermost electron by about 10 eV, against 13.6 eV in hydrogen. The carried electron then changes the energy by only a few eV.
- If the silicon electrons adjust fully to the added charge, the united-atom limit gives $-61$ eV, or 0.6 %.
- A hydrogenic estimate of relativistic contraction of the 1s shell gives $-4$ eV; a scalar-relativistic treatment of all the electrons gives about $-5$ eV. A neighbouring silicon atom, placed for this estimate at a distance of 235 pm, contributes about 1.4 eV in the Thomas-Fermi model, an overestimate because the Thomas-Fermi potential falls off too slowly at large distance.
- The reduced de Broglie wavelength is 0.047 pm, about 2.5 % of the closest approach, so a classical path is a reasonable first description.

The first two values and the relativistic one are estimates at zero separation, not corrections to be added at the turning point. If it were complete, the adjustment of the silicon electrons would matter more than the 0.15 % error made by stopping at the $x^{3/2}$ term.

A head-on encounter is also a special geometry. Impact parameters below 1.85 pm cover a fraction $(1.85/117.5)^2\simeq2.5\times10^{-4}$ of a disc whose radius is half the neighbour distance. Farther out, the full screening function is needed. For this purpose it may be replaced by a finite sum of decaying exponentials, as in the Molière form. Such a sum has an ordinary Taylor series at the origin and a finite curvature there, so it cannot reproduce the $x^{3/2}$ term. In a real atom the term does not persist down to the origin, because the Thomas-Fermi density fails inside $a_0/Z$. Its absence there is not by itself a defect in a potential meant for real atoms.

The numerical output below lists the computed values, some of them to further digits.

## Table of computed values

```
Initial slope B (dimensionless): -1.58807102
(phi-1-Bx)/x^(3/2) at x=0.01: 1.327323
(phi-1-Bx)/x^(3/2) at x=0.001: 1.332709
(phi-1-Bx)/x^(3/2) at x=0.0001: 1.333270
Same ratio, slope -1.8, x=0.0001: 1.333262
x=0.1: phi''=2.6181, sqrt(x)*phi''=0.82793
x=0.01: phi''=9.7827, sqrt(x)*phi''=0.97827
x=0.001: phi''=31.5503, sqrt(x)*phi''=0.99771
x=0.01: phi=0.985447, linear=0.984119, with 3/2 term=0.985453
x=0.1: phi=0.881697, linear=0.841193, with 3/2 term=0.883357
x=0.5: phi=0.606986, linear=0.205964, with 3/2 term=0.677369
Series through x^4 at x=0.1: 0.881694
Nuclear charge Z of silicon: 14
Thomas-Fermi length b: 19.439 pm
Proton energy, laboratory: 10.0 keV
Silicon mass used: 28.0 u
Energy of relative motion: 9652.8 eV
Closest approach, bare Coulomb: 2.0885 pm
Closest approach, through linear term: 1.7841 pm
Closest approach, through 3/2-power term: 1.8541 pm
Closest approach, full Thomas-Fermi: 1.8514 pm
Closest approach, Hartree-Fock density: 1.8468 pm
Full Thomas-Fermi closest approach: 0.001851 nm
Scaled closest approach x: 0.09524
phi there, Thomas-Fermi: 0.88646
phi there, Hartree-Fock: 0.88404
Bare Coulomb energy there: 10889.0 eV
Constant from linear term: -1647.0 eV
Square-root energy term there: 426.7 eV
All higher energy terms there: -16.1 eV
Inner limit a0/Z: 3.780 pm, x=0.1944
Electron potential energy scale at nucleus, TF: 1647.0 eV
Same scale, Hartree-Fock: 1340.0 eV
Hartree-Fock density at nucleus: 1737.9 per bohr^3
First nonlinear power, Hartree-Fock (local fit): 2.941
Cubic coefficient / finite-density formula: 0.9990
Hartree-Fock minus TF energy at closest approach: -26.4 eV
Electron relaxation, united-atom limit: -61.2 eV
Carried H 1s electron, frozen estimate at r=0: -97.9 eV
Relativistic 1s shift, hydrogenic estimate: -4.01 eV
Neighbour distance, rough typical value: 235 pm
Potential energy from one neighbour, TF: 1.44 eV
Reduced de Broglie wavelength: 0.0472 pm
```
